# Optimising a two-parameter Hylleraas wave function for helium: verification in Python

```python
"""
Result under test: for helium (fixed nucleus, nonrelativistic, atomic units)
the trial function psi = exp(-zeta*s)*(1 + c*u) has its lowest energy,
about -2.8911 hartree, near zeta = 1.85 and c = 0.366, and recovers about
seventy percent of the correlation energy.
Symbols: s = r1 + r2, t = r1 - r2, u = r12 (bohr); Z = nuclear charge;
k = c/zeta. N, T, L, W are the scaled norm, kinetic, attraction and repulsion
integrals, each a quadratic in k; V = L - W.
"""
from math import factorial, pi
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants

Z = 2
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


# ---------- derived closed forms ----------
def scaled_integrals(k):
    N = 1/2 + 35*k/16 + 3*k**2
    T = 1/2 + 25*k/16 + 2*k**2
    L = Z*(1 + 15*k/4 + 9*k**2/2)
    W = 5/16 + k + 35*k**2/32
    return N, T, L, W


def formula_energy(zeta, c):
    N, T, L, W = scaled_integrals(c/zeta)
    return (zeta**2*T - zeta*(L - W))/N


def scale_optimised_energy(k):
    N, T, L, W = scaled_integrals(k)
    return -(L - W)**2/(4*T*N)


# ---------- direct road: Cartesian gradients and quadrature ----------
def direct_expectations(zeta, c, n_angle=60, n_radial=14, h=1e-4):
    """Norm, kinetic, attraction, repulsion, mean r1, mean r12.
    Region r2 < r1 is integrated and doubled; v = r2/r1, cos = 1 - 2 q^2."""
    x, wx = np.polynomial.laguerre.laggauss(n_radial)
    g, wg = np.polynomial.legendre.leggauss(n_angle)
    s, v, q = np.meshgrid(x/(2*zeta), (g + 1)/2, (g + 1)/2, indexing="ij")
    ws, wv, wq = np.meshgrid(wx*np.exp(x)/(2*zeta), wg/2, wg/2, indexing="ij")
    r1 = s/(1 + v)
    r2 = s*v/(1 + v)
    cos, sin = 1 - 2*q**2, 2*q*np.sqrt(1 - q**2)
    weight = ws*wv*wq*4*q*16*pi**2*r1**2*r2**2*s/(1 + v)**2
    zero = np.zeros_like(s)
    position = np.array([zero, zero, r1, r2*sin, zero, r2*cos])

    def distances(p):
        a = np.sqrt((p[:3]**2).sum(axis=0))
        b = np.sqrt((p[3:]**2).sum(axis=0))
        return a, b, np.sqrt(((p[:3] - p[3:])**2).sum(axis=0))

    def psi(p):
        a, b, d = distances(p)
        return np.exp(-zeta*(a + b))*(1 + c*d)

    gradient_squared = zero.copy()
    for i in range(6):
        plus, minus = position.copy(), position.copy()
        plus[i] += h
        minus[i] -= h
        gradient_squared += ((psi(plus) - psi(minus))/(2*h))**2
    a, b, d = distances(position)
    density = weight*psi(position)**2
    norm = density.sum()
    return np.array([norm,
                     0.5*(weight*gradient_squared).sum()/norm,
                     -Z*(density*(1/a + 1/b)).sum()/norm,
                     (density/d).sum()/norm,
                     (density*(a + b)/2).sum()/norm,
                     (density*d).sum()/norm])


# ---------- matrix road: basis s^l t^m u^n exp(-zeta s), m even ----------
def hylleraas_ground_state(basis, zeta):
    def I(a, b, c):
        power = a + b + c + 2
        return (2/((b + 1)*(b + c + 2))
                * factorial(power)/(2*zeta)**(power + 1))

    def J(a, b, c):
        return I(a + 2, b, c) - I(a, b + 2, c)

    size = len(basis)
    H, S = np.zeros((size, size)), np.zeros((size, size))
    for i, (l, m, n) in enumerate(basis):
        for j, (l2, m2, n2) in enumerate(basis[:i + 1]):
            a, b, c = l + l2, m + m2, n + n2
            kinetic = (l*l2*J(a - 2, b, c + 1) - zeta*a*J(a - 1, b, c + 1)
                       + zeta**2*J(a, b, c + 1)
                       + m*m2*J(a, b - 2, c + 1) + n*n2*J(a, b, c - 1)
                       + (n*l2 + n2*l)*(I(a, b, c + 1) - I(a, b + 2, c - 1))
                       - zeta*c*(I(a + 1, b, c + 1) - I(a + 1, b + 2, c - 1))
                       + (n*m2 + n2*m)*(I(a + 2, b, c - 1) - I(a, b, c + 1)))
            potential = -4*Z*I(a + 1, b, c + 1) + J(a, b, c)
            H[i, j] = H[j, i] = kinetic + potential
            S[i, j] = S[j, i] = J(a, b, c + 1)
    scale = 1/np.sqrt(np.diag(S))
    values, vectors = eigh(H*np.outer(scale, scale), S*np.outer(scale, scale))
    return values[0], vectors[:, 0]*scale


def full_basis(degree):
    return [(l, m, n) for l in range(degree + 1)
            for m in range(0, degree + 1, 2)
            for n in range(degree + 1) if l + m + n <= degree]


# ---------- Hartree-Fock limit with even-tempered s Gaussians ----------
def hartree_fock(count, ratio, smallest=0.07):
    e = smallest*ratio**np.arange(count)
    p = e[:, None] + e[None, :]
    norm = (2*e/pi)**0.75
    pair = np.outer(norm, norm)
    S = pair*(pi/p)**1.5
    h = 3*np.outer(e, e)/p*S - Z*pair*2*pi/p
    P, Q = p[:, :, None, None], p[None, None, :, :]
    repulsion = (2*pi**2.5/(P*Q*np.sqrt(P + Q))
                 * pair[:, :, None, None]*pair[None, None, :, :])
    orbital = eigh(h, S)[1][:, 0]
    previous = 0.0
    for _ in range(100):
        J = np.einsum("abcd,c,d->ab", repulsion, orbital, orbital)
        energy = 2*orbital @ h @ orbital + orbital @ J @ orbital
        if abs(energy - previous) < 1e-11:
            return energy
        previous = energy
        orbital = eigh(h + J, S)[1][:, 0]
    raise RuntimeError("self-consistency not reached")


# Closed forms against direct quadrature; three k values fix a quadratic.
worst = 0.0
for zeta, c in [(1.85, 0.366), (1.6, -0.3), (2.0, 1.0)]:
    N, T, L, W = scaled_integrals(c/zeta)
    derived = np.array([2*pi**2*N/zeta**6, zeta**2*T/N, -zeta*L/N, zeta*W/N])
    direct = direct_expectations(zeta, c)[:4]
    worst = max(worst, np.max(np.abs(derived/direct - 1)))
assert worst < 1e-5   # limited by the quadrature near r12 = 0

# Optimum from the quartic for k.
quartic = [26008, 23873, 5760, -494, -352]
roots = np.roots(quartic)
real_roots = np.sort(roots[np.abs(roots.imag) < 1e-9].real)
assert len(real_roots) == 2 and real_roots[0] < 0 < real_roots[1]
k_max, k_opt = real_roots
N, T, L, W = scaled_integrals(k_opt)
V = L - W
zeta_opt = V/(2*T)
c_opt = k_opt*zeta_opt
E_opt = scale_optimised_energy(k_opt)
E_max = scale_optimised_energy(k_max)
E_far = scale_optimised_energy(1e9)
scan = np.linspace(-50, 50, 200001)
assert min(np.min(f) for f in scaled_integrals(scan)[:2]) > 0
Ns, Ts, Ls, Ws = scaled_integrals(scan)
assert np.min(Ls - Ws) > 0
assert np.min(scale_optimised_energy(scan)) >= E_opt - 1e-12
assert E_far > E_opt
nearby = scale_optimised_energy(k_max + np.array([-0.01, 0.01]))
assert np.all(nearby < E_max)

# The same optimum from a 2 x 2 diagonalization minimised over zeta.
pair_basis = [(0, 0, 0), (0, 0, 1)]
search = minimize_scalar(lambda z: hylleraas_ground_state(pair_basis, z)[0],
                         bounds=(1.2, 2.6), method="bounded",
                         options={"xatol": 1e-9})
E_matrix, vector = hylleraas_ground_state(pair_basis, search.x)
c_matrix = vector[1]/vector[0]
assert abs(E_matrix - E_opt) < 1e-9
assert abs(search.x - zeta_opt) < 1e-5 and abs(c_matrix - c_opt) < 1e-5
assert abs(E_opt + 2.8911) < 1e-4
assert abs(zeta_opt - 1.85) < 0.005 and abs(c_opt - 0.366) < 0.001

# Energy terms, virial relation and mean distances by direct quadrature.
best = direct_expectations(zeta_opt, c_opt)
zeta_0 = 27/16
E_0 = formula_energy(zeta_0, 0.0)
plain = direct_expectations(zeta_0, 0.0)
unscaled = direct_expectations(zeta_0, c_opt)
assert abs(best[1] + E_opt) < 3e-5
assert abs(best[1:4].sum() - E_opt) < 3e-5
assert abs(plain[1:4].sum() - E_0) < 3e-5
assert unscaled[4] > plain[4] and best[4] < unscaled[4]
assert best[3] < plain[3] and best[5] > plain[5]

# Rounded parameters, and c held at the cusp value 1/2.
E_rounded = formula_energy(1.85, 0.366)
assert 0 <= E_rounded - E_opt < 1e-5
cusp = minimize_scalar(lambda z: formula_energy(z, 0.5),
                       bounds=(1.2, 2.6), method="bounded",
                       options={"xatol": 1e-9})
assert cusp.fun > E_opt and c_opt < 0.5

# Reference energies and recovered fraction.
E_hf_small, E_hf = hartree_fock(14, 2.5), hartree_fock(20, 2.1)
assert abs(E_hf_small - E_hf) < 5e-5
E_deg4 = hylleraas_ground_state(full_basis(4), 1.9)[0]
E_exact = hylleraas_ground_state(full_basis(5), 1.9)[0]
assert -1e-7 < E_deg4 - E_exact < 1e-4
assert E_exact < E_opt < E_hf < E_0
E_corr = E_exact - E_hf
fraction = (E_opt - E_hf)/E_corr
assert 0.68 < fraction < 0.72

print(f"Nuclear charge Z: {Z}")
print(f"Largest relative error, formulas vs quadrature: {worst:.1e}")
print("-- optimum of exp(-zeta s)(1 + c u) --")
print(f"k = c/zeta at minimum: {k_opt:.5f}")
print(f"N(k): {N:.5f}")
print(f"T(k): {T:.5f}")
print(f"L(k): {L:.5f}")
print(f"W(k): {W:.5f}")
print(f"V(k) = L - W: {V:.5f}")
print(f"zeta: {zeta_opt:.5f} 1/bohr")
print(f"c: {c_opt:.5f} 1/bohr")
print(f"Energy: {E_opt:.6f} hartree = {E_opt*HARTREE_EV:.3f} eV")
print(f"zeta from 2x2 diagonalization: {search.x:.5f} 1/bohr")
print(f"c from 2x2 diagonalization: {c_matrix:.5f} 1/bohr")
print(f"Energy from 2x2 diagonalization: {E_matrix:.6f} hartree")
print(f"Energy at zeta=1.85, c=0.366: {E_rounded:.6f} hartree")
print(f"Other real root k: {k_max:.5f}")
print(f"Energy at other root: {E_max:.4f} hartree")
print(f"Energy for k to infinity: {E_far:.4f} hartree")
print("-- energy terms and distances at the optimum --")
print(f"Kinetic: {best[1]:.4f} hartree")
print(f"Nuclear attraction: {best[2]:.4f} hartree")
print(f"Electron repulsion: {best[3]:.4f} hartree")
print(f"Mean r1: {best[4]:.4f} bohr")
print(f"Mean r12: {best[5]:.4f} bohr")
print("-- comparison with c = 0 --")
print(f"zeta for c=0: {zeta_0:.4f} 1/bohr")
print(f"Energy for c=0: {E_0:.6f} hartree")
print(f"Kinetic for c=0: {plain[1]:.4f} hartree")
print(f"Nuclear attraction for c=0: {plain[2]:.4f} hartree")
print(f"Electron repulsion for c=0: {plain[3]:.4f} hartree")
print(f"Mean r1 for c=0: {plain[4]:.4f} bohr")
print(f"Mean r12 for c=0: {plain[5]:.4f} bohr")
print(f"Mean r1, optimal c but zeta=27/16: {unscaled[4]:.4f} bohr")
print("-- c fixed at cusp value 1/2 --")
print(f"zeta for c=1/2: {cusp.x:.4f} 1/bohr")
print(f"Energy for c=1/2: {cusp.fun:.6f} hartree")
print("-- correlation energy --")
print(f"Hartree-Fock, 14 Gaussians: {E_hf_small:.5f} hartree")
print(f"Hartree-Fock, 20 Gaussians: {E_hf:.5f} hartree")
print(f"Hylleraas, {len(full_basis(4))} terms: {E_deg4:.5f} hartree")
print(f"Hylleraas, {len(full_basis(5))} terms: {E_exact:.5f} hartree")
print(f"Correlation energy: {E_corr:.5f} hartree")
print(f"Trial energy minus Hartree-Fock: {E_opt - E_hf:.5f} hartree")
print(f"c=0 energy minus Hartree-Fock: {E_0 - E_hf:.5f} hartree")
print(f"Gain from c=0 to optimum: {E_0 - E_opt:.5f} hartree")
print(f"Recovered correlation energy: {100*fraction:.1f} percent")
print("success")
```

It prints:

```
Nuclear charge Z: 2
Largest relative error, formulas vs quadrature: 1.2e-07
-- optimum of exp(-zeta s)(1 + c u) --
k = c/zeta at minimum: 0.19776
N(k): 1.04993
T(k): 0.88722
L(k): 3.83520
W(k): 0.55304
V(k) = L - W: 3.28216
zeta: 1.84968 1/bohr
c: 0.36580 1/bohr
Energy: -2.891121 hartree = -78.671 eV
zeta from 2x2 diagonalization: 1.84968 1/bohr
c from 2x2 diagonalization: 0.36580 1/bohr
Energy from 2x2 diagonalization: -2.891121 hartree
Energy at zeta=1.85, c=0.366: -2.891121 hartree
Other real root k: -0.51574
Energy at other root: -1.2501 hartree
Energy for k to infinity: -2.6045 hartree
-- energy terms and distances at the optimum --
Kinetic: 2.8911 hartree
Nuclear attraction: -6.7565 hartree
Electron repulsion: 0.9743 hartree
Mean r1: 0.8968 bohr
Mean r12: 1.3724 bohr
-- comparison with c = 0 --
zeta for c=0: 1.6875 1/bohr
Energy for c=0: -2.847656 hartree
Kinetic for c=0: 2.8477 hartree
Nuclear attraction for c=0: -6.7500 hartree
Electron repulsion for c=0: 1.0547 hartree
Mean r1 for c=0: 0.8889 bohr
Mean r12 for c=0: 1.2963 bohr
Mean r1, optimal c but zeta=27/16: 0.9893 bohr
-- c fixed at cusp value 1/2 --
zeta for c=1/2: 1.8855 1/bohr
Energy for c=1/2: -2.888718 hartree
-- correlation energy --
Hartree-Fock, 14 Gaussians: -2.86168 hartree
Hartree-Fock, 20 Gaussians: -2.86168 hartree
Hylleraas, 22 terms: -2.90371 hartree
Hylleraas, 34 terms: -2.90372 hartree
Correlation energy: -0.04204 hartree
Trial energy minus Hartree-Fock: -0.02944 hartree
c=0 energy minus Hartree-Fock: 0.01402 hartree
Gain from c=0 to optimum: 0.04346 hartree
Recovered correlation energy: 70.0 percent
success
```
